**Unbounded likelihood of the three-parameter lognormal**

The program studies failure times $t=\gamma+e^{\mu+\sigma Z}$, where $\gamma$ is the threshold, $\mu$ and $\sigma$ describe the log-excess, and $Z$ is standard normal. It shows that the exact-time likelihood grows without limit when $\gamma$ approaches the earliest failure while $\mu$ and $\sigma$ adjust. Assertions compare the profile likelihood with direct maximization of a library density and with high-precision differentiation of the distribution function. Further assertions cover the asymptotic law, the watershed, tied first failures, right censoring and samples that are not lognormal. For 20 synthetic lifetimes the output gives a local maximum at 46.4 h, which the spike overtakes at a gap of $2.0\times10^{-22}$ h; for six lifetimes the overtaking gap is $7.0\times10^{-3}$ h. With 1 h inspection intervals the fitted threshold is 46.2 h, and the program asserts that the interval profile falls at four successively smaller distances from the first interval's upper edge. The output also sizes the effects of oven temperature and of an earlier first failure.

## Check in Python

```python
"""
Result under test: the exact-time likelihood of a three-parameter lognormal
is unbounded when its threshold approaches the earliest failure.

Model: time = threshold + exp(mu + sigma * standard_normal), times in hours.
gap = earliest failure - threshold; depth = -log(gap / 1 hour).
The profile likelihood is maximized over mu and sigma at a fixed gap.
An interval likelihood uses probabilities of inspection intervals instead.
The lifetimes are synthetic, in a rough regime of accelerated cobalt tests.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ndtr
from scipy.stats import lognorm, norm

TRUE_THRESHOLD = 40.0
MEDIAN_EXCESS = 100.0
TRUE_SIGMA = 0.5


def quantile_sample(count):
    probability = (np.arange(count) + 0.5) / count
    excess = MEDIAN_EXCESS * np.exp(TRUE_SIGMA * norm.ppf(probability))
    return np.round(TRUE_THRESHOLD + excess, 1)


def log_excess(times, depth):
    # Adding the gap to differences avoids cancellation near the threshold.
    return np.log(times - times.min() + np.exp(-depth))


def log_likelihood(times, depth, mu, sigma):
    y = log_excess(times, depth)
    return np.sum(norm.logpdf(y, mu, sigma) - y)


def best_mu_sigma(times, depth):
    y = log_excess(times, depth)
    return y.mean(), y.std()


def profile(times, depth):
    mu, sigma = best_mu_sigma(times, depth)
    n = len(times)
    return -n * (0.5 * (1 + np.log(2 * np.pi)) + np.log(sigma) + mu)


def landmarks(times):
    """Depths of local maximum, following minimum, and overtaking point."""
    grid = np.arange(-8.0, 120.0, 0.05)
    values = np.array([profile(times, x) for x in grid])
    peaks = np.where((values[1:-1] > values[:-2])
                     & (values[1:-1] > values[2:]))[0] + 1
    assert len(peaks) > 0, "this sample has no interior local maximum"
    peak = peaks[np.argmax(values[peaks])]
    top = minimize_scalar(lambda x: -profile(times, x), method="bounded",
                          bounds=(grid[peak - 1], grid[peak + 1]),
                          options={"xatol": 1e-9}).x
    valley = peak + np.argmin(values[peak:])
    bottom = minimize_scalar(lambda x: profile(times, x), method="bounded",
                             bounds=(grid[valley - 1], grid[valley + 1]),
                             options={"xatol": 1e-9}).x
    height = profile(times, top)
    overtake = brentq(lambda x: profile(times, x) - height, bottom, 500.0)
    return top, bottom, overtake


def interval_profile(times, width, edge_gap):
    """Best interval log-likelihood; edge_gap is first upper edge - threshold."""
    lower = np.floor(times / width) * width
    upper = lower + width
    edge = upper.min()
    high = upper - edge + edge_gap
    low = lower - edge + edge_gap
    middle = 0.5 * (np.maximum(low, 0.0) + high)
    start_y = np.log(middle)

    def cost(parameters):
        mu, sigma = parameters[0], np.exp(parameters[1])
        z_high = (np.log(high) - mu) / sigma
        safe_low = np.where(low > 0, low, 1.0)
        z_low = np.where(low > 0, (np.log(safe_low) - mu) / sigma, -np.inf)
        probability = ndtr(z_high) - ndtr(z_low)
        return -np.sum(np.log(np.maximum(probability, 1e-300)))

    fit = minimize(cost, [start_y.mean(), np.log(start_y.std())],
                   method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-9, "maxiter": 1000})
    return -fit.fun


times = quantile_sample(20)
n = len(times)
first = times[0]
top, bottom, overtake = landmarks(times)
local_threshold = first - np.exp(-top)
local_mu, local_sigma = best_mu_sigma(times, top)
local_height = profile(times, top)

# Profile formula against direct maximization of a library density.
direct = minimize(lambda p: -np.sum(lognorm.logpdf(
    times, np.exp(p[1]), loc=TRUE_THRESHOLD, scale=np.exp(p[0]))),
    [4.4, -0.4], method="Nelder-Mead",
    options={"xatol": 1e-8, "fatol": 1e-10, "maxiter": 2000})
assert abs(-direct.fun - profile(times, -np.log(first - TRUE_THRESHOLD))) < 1e-6


# An ordinary three-parameter search from a moderate start is local.
def full_cost(p):
    if p[0] >= first:
        return np.inf
    return -np.sum(lognorm.logpdf(times, np.exp(p[2]), loc=p[0],
                                  scale=np.exp(p[1])))


search = minimize(full_cost, [TRUE_THRESHOLD, 4.6, -0.7],
                  method="Nelder-Mead",
                  options={"xatol": 1e-7, "fatol": 1e-10, "maxiter": 6000,
                           "maxfev": 10000})
assert abs(-search.fun - local_height) < 1e-4

# Deep in the spike, differentiate the distribution function at 90 digits.
mp.mp.dps = 90
tiny_gap = mp.mpf(10) ** -30
deep = 30 * np.log(10)
deep_mu, deep_sigma = best_mu_sigma(times, deep)
threshold_mp = mp.mpf(float(first)) - tiny_gap
step = mp.mpf(10) ** -40


def distribution(t):
    return mp.ncdf((mp.log(t - threshold_mp) - mp.mpf(float(deep_mu)))
                   / mp.mpf(float(deep_sigma)))


log_density_sum = mp.mpf(0)
for value in times:
    t = mp.mpf(float(value))
    density = (distribution(t + step) - distribution(t - step)) / (2 * step)
    log_density_sum += mp.log(density)
assert abs(float(log_density_sum) - profile(times, deep)) < 1e-8

# Asymptotic law, including the coefficient of its first correction.
later = np.log(times[1:] - first)
b_mean, b_variance = later.mean(), later.var()


def leading_law(depth):
    u = depth + b_mean
    return (u - n * np.log(u) - n * b_mean
            - 0.5 * n * np.log((n - 1) / n**2)
            - 0.5 * n * (1 + np.log(2 * np.pi)))


u_far = 500.0 + b_mean
correction = (profile(times, 500.0) - leading_law(500.0)) * u_far**2
assert abs(correction / (-0.5 * n**2 * b_variance) - 1) < 1e-3

# Location of the watershed from the quadratic equation.
u_watershed = 0.5 * n * (1 + np.sqrt(1 - 4 * b_variance / n))
assert abs(bottom + b_mean - u_watershed) < 1e-3

# Fixed mu and sigma suppress the likelihood near the threshold.
fixed_values = [log_likelihood(times, -np.log(g), local_mu, local_sigma)
                for g in (1.0, 1e-3, 1e-6)]
assert local_height > fixed_values[0] > fixed_values[1] > fixed_values[2]

# The elementary joint path, without and with right censoring.
elementary = log_likelihood(times, 600.0, 0.0, 600.0)
elementary_law = (600 - n * np.log(600) - 0.5 * n * np.log(2 * np.pi)
                  - later.sum() - 0.5)
assert abs(elementary - elementary_law) < 0.01
stop_time = 190.0
failed = times[times <= stop_time]
survivors = n - len(failed)
assert survivors > 0
censored = (log_likelihood(failed, 600.0, 0.0, 600.0)
            + survivors * norm.logsf(np.log(stop_time - first) / 600.0))
m = len(failed)
censored_law = (600 - m * np.log(600) - 0.5 * m * np.log(2 * np.pi)
                - np.log(failed[1:] - first).sum() - 0.5
                + survivors * np.log(0.5))
assert abs(censored - censored_law) < 0.05  # remaining correction is O(1/depth)

# Tied first failures strengthen the divergence.
tied = times.copy()
tied[1] = tied[0]
tied_b = np.log(tied[2:] - first).mean()
tied_growth = (profile(tied, 600.0) - profile(tied, 300.0)
               + n * np.log((600 + tied_b) / (300 + tied_b))) / 300
assert abs(tied_growth - 2) < 1e-4

# The divergence does not require lognormal data.
rng = np.random.default_rng(12)
for trial in range(30):
    other = (rng.uniform(50, 200, 6) if trial % 2 else rng.normal(150, 25, 6))
    shallow = max(profile(other, x) for x in np.linspace(-8, 20, 113))
    assert profile(other, 600.0) > profile(other, 300.0) > shallow

# Curvature gives a rough standard error for the local threshold.
gap_top = np.exp(-top)


def by_gap(gap):
    return profile(times, -np.log(gap))


curvature = by_gap(gap_top + 1) - 2 * by_gap(gap_top) + by_gap(gap_top - 1)
assert curvature < 0
standard_error = 1 / np.sqrt(-curvature)

# Interval data remove the spike.
width = 1.0
first_edge = np.floor(first / width) * width + width
edge_gaps = np.geomspace(1e-3, 400, 100)
interval_values = np.array([interval_profile(times, width, g)
                            for g in edge_gaps])
best = int(np.argmax(interval_values))
assert 0 < best < len(edge_gaps) - 1
refined = minimize_scalar(
    lambda x: -interval_profile(times, width, np.exp(x)), method="bounded",
    bounds=(np.log(edge_gaps[best - 1]), np.log(edge_gaps[best + 1])))
interval_threshold = first_edge - np.exp(refined.x)
interval_height = -refined.fun
approach = [interval_profile(times, width, g) for g in (1e-3, 1e-10, 1e-40, 1e-100)]
assert interval_height > approach[0] > approach[1] > approach[2] > approach[3]
assert abs(interval_threshold - local_threshold) < standard_error

# Sample-size dependence and floating-point visibility.
size_rows = []
for count in (6, 10, 20):
    sample = quantile_sample(count)
    s_top, s_bottom, s_overtake = landmarks(sample)
    closest_gap = sample[0] - np.nextafter(sample[0], 0.0)
    advantage = (profile(sample, -np.log(closest_gap))
                 - profile(sample, s_top))
    size_rows.append((count, sample[0] - np.exp(-s_top), np.exp(-s_bottom),
                      np.exp(-s_overtake), closest_gap, advantage))
assert size_rows[0][-1] > 0 and size_rows[-1][-1] < 0
assert size_rows[0][3] > size_rows[1][3] > size_rows[2][3]

# Effects omitted by the common sharp-threshold model.
activation_energy = 2.5
temperature = constants.zero_Celsius + 400.0
boltzmann = constants.k / constants.e
life_ratio = np.exp(activation_energy / boltzmann
                    * (1 / temperature - 1 / (temperature + 1)))
fractional_shift = 1 - 1 / life_ratio
threshold_blur = local_threshold * fractional_shift
sigma_with_oven = np.hypot(local_sigma, np.log(life_ratio))
early = times.copy()
early[0] -= 5.0
early_top, _, _ = landmarks(early)
early_threshold = early[0] - np.exp(-early_top)

spike_mu, spike_sigma = best_mu_sigma(times, overtake)
z_low = norm.ppf(0.001)
local_quantile = local_threshold + np.exp(local_mu + local_sigma * z_low)
spike_excess = np.exp(-overtake) + 0.0
spike_quantile_excess = np.exp(spike_mu + spike_sigma * z_low)
spike_quantile = first - spike_excess + spike_quantile_excess

print(f"generating threshold, median excess: {TRUE_THRESHOLD:.1f}, {MEDIAN_EXCESS:.1f} h")
print(f"generating sigma: {TRUE_SIGMA:.2f}; sample size: {n}")
print("times 1-10 (h):", " ".join(f"{x:.1f}" for x in times[:10]))
print("times 11-20 (h):", " ".join(f"{x:.1f}" for x in times[10:]))
print(f"b mean: {b_mean:.4f}; b variance: {b_variance:.4f} (times in h)")
print(f"local threshold: {local_threshold:.2f} h")
print(f"rough standard error from curvature: {standard_error:.1f} h")
print(f"local mu (h): {local_mu:.4f}; local sigma: {local_sigma:.4f}")
print(f"local log-likelihood (times in h): {local_height:.4f}")
print(f"watershed gap: {np.exp(-bottom):.3e} h; u: {bottom + b_mean:.4f}")
print(f"watershed u from quadratic: {u_watershed:.4f}")
print(f"watershed log-likelihood: {profile(times, bottom):.4f}")
print(f"overtaking gap: {np.exp(-overtake):.3e} h; L: {overtake:.3f}")
print(f"mu and sigma at overtaking: {spike_mu:.3f}, {spike_sigma:.3f}")
print(f"0.1% lifetime, local fit: {local_quantile:.2f} h")
print(f"0.1% lifetime, spike at overtaking: {spike_quantile:.2f} h")
print("profile path: gap (h), mu, sigma, log-likelihood")
for gap in (1.0, 1e-3, 1e-7, 1e-20, 1e-30, 1e-100):
    depth = -np.log(gap)
    mu, sigma = best_mu_sigma(times, depth)
    print(f"  {gap:.0e}  {mu:.3f}  {sigma:.3f}  {profile(times, depth):.3f}")
print("fixed local mu, sigma: log-likelihood at gaps 1, 1e-3, 1e-6 h")
print("  " + ", ".join(f"{x:.2f}" for x in fixed_values))
print(f"tied pair: fitted growth coefficient of L: {tied_growth:.5f}")
print(f"censoring test: {m} failures, {survivors} survivors at {stop_time:.0f} h")
print(f"  elementary-path log-likelihood at L=600: {censored:.3f}")
print("n, local threshold (h), watershed gap (h), overtaking gap (h)")
for row in size_rows:
    print(f"  {row[0]}, {row[1]:.2f}, {row[2]:.3e}, {row[3]:.3e}")
print("n, closest double gap (h), log-likelihood minus local maximum")
for row in size_rows:
    print(f"  {row[0]}, {row[4]:.3e}, {row[5]:.3f}")
print(f"inspection width: {width:.1f} h; first upper edge: {first_edge:.1f} h")
print(f"interval-fit threshold: {interval_threshold:.2f} h")
print(f"interval-fit log-likelihood: {interval_height:.4f}")
print("interval profile at edge gaps 1e-3, 1e-10, 1e-40, 1e-100 h")
print("  " + ", ".join(f"{x:.3f}" for x in approach))
print(f"rough Co activation energy: {activation_energy:.1f} eV; T: {temperature:.2f} K")
print(f"lifetime reduction for +1 K: {100 * fractional_shift:.2f} %")
print(f"threshold blur for 1 K: {threshold_blur:.2f} h")
print(f"sigma with added 1 K rms oven spread: {sigma_with_oven:.4f}")
print(f"threshold if first failure is 5 h earlier: {early_threshold:.2f} h")
print("all tests passed")
```

Printed output:

```
generating threshold, median excess: 40.0, 100.0 h
generating sigma: 0.50; sample size: 20
times 1-10 (h): 77.5 88.7 96.3 102.7 108.5 114.2 119.7 125.3 131.0 136.9
times 11-20 (h): 143.2 149.9 157.3 165.5 174.8 185.9 199.6 217.7 245.4 306.4
b mean: 4.1147; b variance: 0.5635 (times in h)
local threshold: 46.40 h
rough standard error from curvature: 33.7 h
local mu (h): 4.5299; local sigma: 0.5219
local log-likelihood (times in h): -105.9708
watershed gap: 2.255e-07 h; u: 19.4196
watershed u from quadratic: 19.4196
watershed log-likelihood: -120.4029
overtaking gap: 1.999e-22 h; L: 49.964
mu and sigma at overtaking: 1.411, 11.809
0.1% lifetime, local fit: 64.88 h
0.1% lifetime, spike at overtaking: 77.50 h
profile path: gap (h), mu, sigma, log-likelihood
  1e+00  3.930  1.150  -109.772
  1e-03  3.564  2.511  -118.066
  1e-07  3.103  4.470  -120.387
  1e-20  1.606  10.958  -108.388
  1e-30  0.455  15.969  -92.893
  1e-100  -7.604  51.086  45.030
fixed local mu, sigma: log-likelihood at gaps 1, 1e-3, 1e-6 h
  -145.79, -342.47, -713.25
tied pair: fitted growth coefficient of L: 2.00000
censoring test: 16 failures, 4 survivors at 190 h
  elementary-path log-likelihood at L=600: 421.773
n, local threshold (h), watershed gap (h), overtaking gap (h)
  6, 61.21, 2.948e-01, 7.048e-03
  10, 52.01, 4.715e-03, 6.531e-08
  20, 46.40, 2.255e-07, 1.999e-22
n, closest double gap (h), log-likelihood minus local maximum
  6, 1.421e-14, 18.729
  10, 1.421e-14, 9.821
  20, 1.421e-14, -9.989
inspection width: 1.0 h; first upper edge: 78.0 h
interval-fit threshold: 46.24 h
interval-fit log-likelihood: -105.9648
interval profile at edge gaps 1e-3, 1e-10, 1e-40, 1e-100 h
  -125.261, -141.709, -165.631, -182.538
rough Co activation energy: 2.5 eV; T: 673.15 K
lifetime reduction for +1 K: 6.19 %
threshold blur for 1 K: 2.87 h
sigma with added 1 K rms oven spread: 0.5258
threshold if first failure is 5 h earlier: 32.69 h
all tests passed
```
